# Dissolution Time of a Thin Oxide Film in Its Metal

## Problem

A flat oxide film of thickness $L=5$ nm covers a thick piece of its own metal. The sample is heated in vacuum. No oxygen arrives from outside, and the metal takes oxygen from the oxide into solid solution. The oxide contains $c_{\rm ox}$ oxygen atoms per unit volume, and metal saturated with oxygen contains $c_s$. Their ratio is

$$r=\frac{c_{\rm ox}}{c_s}=3.$$

The diffusivity of oxygen in the metal is $D=10^{-18}$ m²/s, which is 1 nm²/s. The metal is initially free of oxygen.

(a) Estimate by scaling how long the film lasts.

(b) Find the time when the motion of the oxide–metal interface is neglected.

(c) Solve the problem with the moving interface, and find the error made in (b).

Three assumptions hold throughout. The oxide has a fixed composition, so it loses oxygen by becoming thinner and not by becoming poorer in oxygen. The metal touching the oxide is in local equilibrium with it, so its concentration there stays at $c_s$ while any oxide remains. The diffusivity does not depend on concentration.

## First estimate by scaling

Per unit area, the film contains $c_{\rm ox}L$ oxygen atoms. Saturated metal holding the same amount would have the depth

$$\frac{c_{\rm ox}L}{c_s}=rL=15\ \text{nm}.$$

Oxygen must therefore spread over a depth of this order. Diffusion over a distance $\ell$ takes a time of order $\ell^2/D$, since this is the only time that can be formed from $\ell$ and $D$. Hence

$$t_{\rm est}=\frac{(rL)^2}{D}=\frac{(15\ \text{nm})^2}{1\ \text{nm}^2/\text{s}}=225\ \text{s}.$$

When the interface motion is neglected, the estimate shows how the time depends on the parameters: doubling either the thickness or the ratio $r$ makes it four times as long. It leaves the numerical prefactor open, because the oxygen does not fill a saturated layer with a sharp edge. The prefactor requires the concentration profile.

## Exact solution with a fixed interface

### The profile

Let the metal occupy $x>0$, with its surface held at $x=0$. The concentration $c(x,t)$ obeys

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=c_s,\qquad c(x,0)=0,$$

and vanishes far from the surface. These conditions contain no length, so the profile can depend on $x$ only through its ratio to the diffusion length. Put

$$c=c_s f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}}.$$

Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$, the diffusion equation becomes

$$-\frac{\eta}{2t}f'=D\,\frac{f''}{4Dt}.$$

Multiplication by $4t$ gives

$$f''+2\eta f'=0.$$

This is a first-order equation for $f'$, with the solution $f'=Ae^{-\eta^2}$. The surface condition $f(0)=1$ then gives

$$f(\eta)=1+A\int_0^\eta e^{-u^2}\,du.$$

Far from the surface $f$ must vanish. The integral from zero to infinity is $\sqrt\pi/2$, so $A=-2/\sqrt\pi$ and

$$c(x,t)=c_s\,{\rm erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right),\qquad {\rm erfc}\,\eta=1-\frac{2}{\sqrt\pi}\int_0^\eta e^{-u^2}du .$$

For any fixed $x>0$, $\eta\to\infty$ as $t\to0$, so the initial condition holds as well.

No other decaying solution exists. The difference $w$ of two solutions would vanish at the surface and at the start. Multiplying its diffusion equation by $2w$ and integrating by parts gives

$$\frac{d}{dt}\int_0^\infty w^2dx=-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0.$$

The integral on the left starts at zero, cannot grow and cannot be negative, so $w=0$.

### The flux and the oxygen balance

The flux into the metal is $J=-D\,\partial c/\partial x$ at $x=0$. The derivative of ${\rm erfc}\,\eta$ is $-(2/\sqrt\pi)e^{-\eta^2}$, and $\eta=0$ at the surface. Therefore

$$J=D\,c_s\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}=c_s\sqrt{\frac{D}{\pi t}}.$$

The flux is infinite at $t=0$, where saturated and empty metal meet at a step. The uptake per unit area is nevertheless finite:

$$M(t)=\int_0^t J\,dt'=c_s\sqrt{\frac D\pi}\;2\sqrt t=2c_s\sqrt{\frac{Dt}{\pi}}.$$

In a real interface the supply rate is finite, so this form does not describe the very first moments.

Let $h(t)$ be the remaining oxide thickness. The film has lost $c_{\rm ox}(L-h)$ atoms per unit area, and in this approximation they are all in the region $x>0$. Setting the loss equal to $M$ and dividing by $c_{\rm ox}=rc_s$ gives

$$h(t)=L-\frac2r\sqrt{\frac{Dt}{\pi}}.$$

The film vanishes when $\sqrt{Dt_0/\pi}=rL/2$. Squaring both sides yields

$$\boxed{t_0=\frac{\pi}{4}\,\frac{(rL)^2}{D}}$$

and, with the given numbers,

$$t_0=0.7854\times225\ \text{s}=177\ \text{s}=2.95\ \text{min}.$$

A numerical solution of the diffusion equation on a grid, which makes no use of the error function, reaches the required uptake at 176.7 s. The formula gives 176.7 s to the same number of digits.

### How the film thins

Dividing $h$ by $L$ and using the definition of $t_0$ gives

$$\frac hL=1-\sqrt{\frac{t}{t_0}}.$$

Half the film is gone at $t_0/4=44$ s, and the second half takes three times as long as the first. At $0.1\,t_0$ the remaining thickness is 3.42 nm, and at $0.5\,t_0$ it is 1.46 nm. Thinning slows because the oxygen already in the metal flattens the concentration gradient at the surface. A rate measured early and extrapolated linearly would thus predict too short a life in this model.

If the metal already contains a uniform concentration $c_0<c_s$, the excess $c-c_0$ obeys the same equations with the surface value $c_s-c_0$. The uptake is reduced by the factor $1-c_0/c_s$, and the time becomes $t_0/(1-c_0/c_s)^2$. It diverges as the metal approaches saturation.

## Exact solution with a moving interface

### What the fixed interface leaves out

When oxide gives up its oxygen, its metal atoms remain and join the metal. This new metal is saturated when it forms, so it retains some of the oxygen. It also lies between the retreating oxide and the original metal, and lengthens the diffusion path. The first effect shortens the dissolution and the second prolongs it.

Let $P$ be the volume of oxide divided by the volume of the metal it contains. The film keeps its lateral size, so an oxide layer of thickness $\delta$ becomes a metal layer of thickness $\delta/P$. Dissolved oxygen is assumed not to change the volume of the metal.

Use coordinates fixed to the metal lattice. The interface starts at $x=0$ and moves to $x=s(t)<0$, and metal occupies $x>s$. The film is gone when $|s|=L/P$.

While $|s|$ grows by $d|s|$, an oxide thickness $P\,d|s|$ is consumed. It releases $c_{\rm ox}P\,d|s|$ oxygen atoms per unit area, of which $c_s\,d|s|$ stay in the new metal. The rest must diffuse away:

$$(c_{\rm ox}P-c_s)\frac{d|s|}{dt}=J.$$

With $q=rP$ this reads

$$(q-1)\,c_s\frac{d|s|}{dt}=J.$$

The number $q$ is the oxygen content per metal atom in the oxide, divided by that in saturated metal. A film that dissolves in this way needs $q>1$.

### The solution

The metal is still thick and there is still no length in the conditions before the film runs out. The interface therefore sits at a constant value of $\eta$, which we call $-\lambda$:

$$s=-2\lambda\sqrt{Dt}.$$

The equation for $f$ is unchanged. Its solution that vanishes at infinity is a multiple of ${\rm erfc}\,\eta$, and the condition $c=c_s$ at $\eta=-\lambda$ fixes the multiple. Since ${\rm erfc}(-\lambda)=1+{\rm erf}\,\lambda$, where ${\rm erf}=1-{\rm erfc}$,

$$c=c_s\,\frac{{\rm erfc}\,\eta}{1+{\rm erf}\,\lambda}.$$

Differentiating at $\eta=-\lambda$ gives the flux

$$J=c_s\sqrt{\frac{D}{\pi t}}\;g,\qquad g=\frac{e^{-\lambda^2}}{1+{\rm erf}\,\lambda}.$$

The factor $g$ is smaller than one. It measures how far the longer path lowers the flux at a given time. The interface speed is $d|s|/dt=\lambda\sqrt{D/t}$. Inserting both into the balance and cancelling $c_s\sqrt{D/t}$ leaves $(q-1)\lambda=g/\sqrt\pi$, or

$$\sqrt\pi\,\lambda\,e^{\lambda^2}(1+{\rm erf}\,\lambda)=\frac1{q-1}.$$

The left side rises steadily from zero to infinity, so there is one positive root for each $q>1$. Setting $2\lambda\sqrt{Dt}=L/P$ gives the dissolution time

$$t_m=\frac{(L/P)^2}{4\lambda^2D},\qquad \frac{t_m}{t_0}=\frac{L^2}{4P^2\lambda^2D}\,\frac{4D}{\pi r^2L^2}=\frac{1}{\pi q^2\lambda^2}.$$

The relative correction depends on $q$ alone.

### Numbers

If the volume change is ignored, $P=1$ and $q=3$. The root is $\lambda=0.2169$, and

$$t_m=\frac{25}{4\,(0.2169)^2}\ \text{s}\approx133\ \text{s}.$$

For $P=1.5$, $q=4.5$ and $\lambda=0.1371$. The new metal layer is then $5/1.5=3.33$ nm thick, and

$$t_m=\frac{(3.33)^2}{4\,(0.1371)^2}\ \text{s}\approx148\ \text{s}.$$

These times were tested by a simulation that divides the lattice into cells and follows the total oxygen in each. A cell stays at the saturation concentration until it has given up its excess oxygen, and no square-root law is imposed. The simulated times are 132.8 s and 147.7 s, against 132.9 s and 147.8 s from the formula.

## Comparison

### Scaling against the fixed interface

The scaling estimate of 225 s exceeds $t_0$ by the factor $4/\pi=1.27$. It depends on $L$, $r$ and $D$ in the same way as $t_0$ and misses only the prefactor. The actual profile is not a saturated block 15 nm deep. At $t_0$ the diffusion length is

$$2\sqrt{Dt_0}=\sqrt\pi\,rL=26.6\ \text{nm},$$

so the same oxygen is spread more thinly over a greater depth.

### Fixed against moving interface

Relative to the moving-interface time, $t_0$ is too long by 33 % for $P=1$ and by 20 % for $P=1.5$. The two opposing effects can be separated. Only the fraction $1-1/q$ of the film's oxygen has to diffuse away from the moving interface, and the flux is multiplied by $g$. Integrating the balance up to the end gives

$$(q-1)c_s\frac LP=2c_sg\sqrt{\frac{Dt_m}{\pi}}.$$

The fixed-interface result can be written as $q c_sL/P=2c_s\sqrt{Dt_0/\pi}$, because $q/P=r$. Dividing the two equations and squaring,

$$\frac{t_m}{t_0}=\left(\frac{1-1/q}{g}\right)^2.$$

For $q=3$ the balance gives $g=\sqrt\pi(q-1)\lambda=0.769$, so the ratio is $(0.667/0.769)^2=0.752$. The smaller amount to be removed outweighs the weaker flux.

Correcting only the amount is inconsistent. For $P=1$ it means replacing $r$ by $r-1$ in the formula for $t_0$, which gives 78.5 s. This is too short by 54 s, whereas the uncorrected 177 s is too long by 44 s. The partial correction therefore makes the error somewhat larger and reverses its sign, because it takes the benefit of the retained oxygen and ignores the path through the new metal.

### When the fixed interface is accurate

For large $q$ the root $\lambda$ is small. Put $y=\sqrt\pi\lambda$. To the order needed, $e^{\lambda^2}=1$ and ${\rm erf}\,\lambda=2\lambda/\sqrt\pi=2y/\pi$, while $1/(q-1)=1/q+1/q^2+\dots$. The equation for the root becomes

$$y+\frac2\pi y^2=\frac1q+\frac1{q^2}+O(q^{-3}).$$

Try $y=1/q+a/q^2$. The terms in $1/q^2$ require $a+2/\pi=1$, so $a=1-2/\pi$. Since $t_m/t_0=1/(q^2y^2)=(1+a/q)^{-2}$ to this order,

$$\frac{t_m}{t_0}=1-\frac{2(1-2/\pi)}{q}+O(q^{-2})=1-\frac{0.727}{q}+O(q^{-2}).$$

The fixed interface is thus the limit of an oxide much richer in oxygen, per metal atom, than the saturated metal. At $q=3$ the expansion gives 0.758 against the full 0.752, and at $q=4.5$ it gives 0.838 against 0.836. By this expansion, $t_0$ lies within 10 % of the moving-interface time when $q$ exceeds about 8.

In the opposite limit, $q\to1$, the right side of the root equation diverges and $\lambda\to\infty$. Then $t_m/t_0\to1/(\pi\lambda^2)\to0$. The oxide needs to lose hardly any oxygen to become saturated metal, whereas the fixed-interface formula still demands that all of it diffuse away. There the formula fails completely.

## Finite metal thickness

Suppose the metal has thickness $d$ and its far side is sealed. With the interface fixed, it can absorb the whole film only if $d>rL=15$ nm. The missing concentration $c_s-c$ vanishes at $x=0$ and has zero slope at $x=d$. It is therefore a sum of terms $A_n\sin(k_nx)\,e^{-Dk_n^2t}$ with $k_n=m\pi/(2d)$ and $m=2n+1$. The initial value $c_s$ gives

$$A_n=\frac2d\int_0^d c_s\sin(k_nx)\,dx=\frac{2c_s}{k_nd}=\frac{4c_s}{m\pi}.$$

Integrating each sine over the thickness contributes $1/k_n$, so the uptake is

$$M=c_sd\left[1-\sum_{n=0}^\infty\frac{8}{m^2\pi^2}\,e^{-m^2\pi^2Dt/(4d^2)}\right].$$

For $d=20$ nm the metal must be filled to $15/20=0.75$. The first term suffices at this stage:

$$t=\frac{4d^2}{\pi^2D}\ln\frac{8/\pi^2}{0.25}=162\ \text{s}\times1.176=191\ \text{s}.$$

This is 8 % longer than for thick metal. For $d=30$ nm the sum gives 177.1 s, a change of about 0.2 %. The metal counts as thick here once it exceeds roughly the diffusion length of 26.6 nm.

## A real case: zirconium

Zirconium dissolves large amounts of oxygen, and a thin oxide on it can disappear into the metal on heating in vacuum. The ratio $r=3$ and the volume ratio $P=1.5$ are rough values for zirconium dioxide on this metal. With a rough activation energy $E=1.9$ eV and prefactor $D_0=7\times10^{-6}$ m²/s, the law $D=D_0e^{-E/(k_BT)}$ gives the assumed diffusivity at

$$T=\frac{E}{k_B\ln(D_0/D)}\approx745\ \text{K}.$$

With all else fixed, $t_0$ becomes 119 s at a temperature 10 K higher and 264 s at one 10 K lower. An error of 10 K thus matters more than the interface motion, which lowers 177 s to 148 s for $P=1.5$. The uncertainty of $E$ and $D_0$ also enters, so the model's time for a real film is an order of magnitude unless $D$ has been measured on the same material.

The vacuum matters as well. With roughly 55 oxygen atoms per nm³, the film holds 275 atoms/nm², and its mean loss rate over $t_0$ is $275/176.7=1.56$ atoms/(nm² s). In a gas of pressure $p$, temperature $T_g$ and molecular mass $m_g$, the number density is $p/(k_BT_g)$. Averaging the inward velocity over the thermal distribution gives $\sqrt{k_BT_g/(2\pi m_g)}$, so the arrival rate of molecules is

$$\frac{p}{\sqrt{2\pi m_gk_BT_g}}.$$

For oxygen gas at 300 K and $10^{-6}$ Torr, this brings 7.17 atoms/(nm² s), counting two atoms per molecule. Suppose that all of them are incorporated, and let the constant supply be a fraction $\phi$ of the mean loss. With the interface fixed, the thickness is then
$$\frac hL=1-\sqrt{\frac{t}{t_0}}+\phi\,\frac{t}{t_0}.$$
For $\phi>1/4$ its smallest value, $1-1/(4\phi)$, is positive, so the film never vanishes. Here $\phi=7.17/1.56=4.6$, far above this limit. With full incorporation, resupply stays at 1 % of the mean loss for an oxygen pressure of $2.2\times10^{-9}$ Torr. A smaller sticking probability relaxes this requirement.

Other effects are not sized here. A slow reaction at the interface keeps the metal surface below saturation and prolongs the dissolution. Fast diffusion along grain boundaries shortens it. A diffusivity that varies with oxygen content, or stress in the film, can change the time in a direction that depends on the material.

## Calculated quantities

```
Oxide thickness L: 5.0 nm
Oxygen ratio r: 3.0
Diffusivity D: 1.0e-18 m^2/s = 1.000 nm^2/s
Equivalent saturated metal depth r*L: 15.0 nm
Fixed-interface time t0: 176.7 s = 2.95 min
Same time, discretized diffusion: 176.7 s
Half-dissolution time: 44.2 s
Same half time, discretized: 44.2 s
Diffusion length 2*sqrt(D*t0): 26.6 nm
Oxide left at 0.1 t0: 3.42 nm
Oxide left at 0.5 t0: 1.46 nm
P = 1.0: q = 3.0, lambda = 0.2169
  moving-interface time: 132.9 s
  direct simulation: 132.8 s
  t/t0: 0.752; expansion: 0.758
  t0 is too long by 33.0 %
P = 1.5: q = 4.5, lambda = 0.1371
  moving-interface time: 147.8 s
  direct simulation: 147.7 s
  t/t0: 0.836; expansion: 0.838
  t0 is too long by 19.6 %
Expansion coefficient 2(1-2/pi): 0.7268
Inconsistent estimate with r-1: 78.5 s
Least metal thickness, fixed interface: 15.0 nm
Fixed-interface time, 20 nm metal: 190.7 s
Fixed-interface time, 30 nm metal: 177.1 s
Rough activation energy: 1.9 eV
Rough diffusion prefactor: 7.0e-06 m^2/s
Temperature for chosen D: 745 K
t0 at 10 K hotter: 119 s
t0 at 10 K colder: 264 s
Rough oxide oxygen density: 55 atoms/nm^3
Oxygen in film: 275 atoms/nm^2
Mean oxygen loss rate: 1.56 atoms/(nm^2 s)
Gas temperature: 300 K
Oxygen atom arrival at 1e-06 Torr O2: 7.17 atoms/(nm^2 s)
O2 pressure for 1% resupply: 2.2e-09 Torr
```
